Current of Bloch States with an Ultrasoft Overlap Operator, part 2

The current I_ab of ultrasoft Bloch states is now put in lattice form, applied to scattering and tested. Hartree atomic units, one spin direction, period d along z.

H = −½∇² + V + Σ_s Σ_mn D_mn |β_m^s⟩⟨β_n^s|
S = 1 + Σ_s Σ_mn q_mn |β_m^s⟩⟨β_n^s|
H|a⟩ = E_a S|a⟩,  a(z+d) = λ_a a(z),  λ_a = exp(i k_a d)   (1)

V is local, s labels atoms, R(z0) is 1 for z > z0 and 0 otherwise, L = 1 − R, P = R(z0) − R(z1), Ē = (E_a + E_b)/2, and K = H − εS has projector part K_nl.

N_ab = ½⟨a|(SP + PS)|b⟩   (2)
⟨a|[K,P]|b⟩ = (E_a − ε)⟨a|SP|b⟩ − (E_b − ε)⟨a|PS|b⟩   (3)
i(E_a − E_b) N_ab = I_ab(z0) − I_ab(z1)   (4)
I_ab(z0) = i⟨a|[H − ĒS, R(z0)]|b⟩   (5)
[K_nl,R] = (L+R)K_nl R − R K_nl(L+R) = L K_nl R − R K_nl L   (6)
I_ab(z0) = (1/2i)∫d²r⊥ (a*∂_z b − ∂_z a* b) + i Σ_s Σ_mn (D − Ēq)_mn [⟨a|L|β_m^s⟩⟨β_n^s|R|b⟩ − ⟨a|R|β_m^s⟩⟨β_n^s|L|b⟩]   (7)

Placing the augmentation charge by functions Q_mn^s with ∫Q_mn^s d³r = q_mn turns N into N′, where N′ − N = Δ(z0) − Δ(z1), and I into

I′_ab = I_ab + i(E_a − E_b)Δ_ab   (8)

For a one-cell window,

I_ab(z0 + d) = λ_a* λ_b I_ab(z0)   (9)
i(E_a − E_b) N_ab^cell = (1 − λ_a*λ_b) I_ab(z0)   (10)

For E_a = E_b,

(1 − λ_a*λ_b) I_ab = 0,  λ_a*λ_b = exp[i(k_b − k_a*)d]   (11)

For λ_a*λ_b = 1, with atoms j per cell,

N_ab^cell = ∫_cell a*b d³r + Σ_j Σ_mn q_mn ⟨a|β_m^{j0}⟩⟨β_n^{j0}|b⟩   (12)

For equal energy and equal real k, with v = dE/dk and, in (14), N_aa^cell = 1,

I_ab = v_b N_ab^cell / d   (13)
I_aa = v_a/d = (1/d) dE_a/dk   (14)

For (a ± b)/√2 of crossing S-orthonormal branches,

I_{+−} = ½(I_aa − I_ab + I_ba − I_bb) = (v_a − v_b)/(2d)   (15)

For real H and S at zero transverse Bloch vector, antisymmetry gives I_ab = 0 for b = a* (section 5).

**7. Lattice form and scattering**

Expand in a localized, nonorthogonal basis and choose cells long enough that H and S connect neighbouring cells and no further. With blocks H00, H01 (row cell n, column cell n+1) and H10 = H01†, likewise for S and K = H − ES, and with coefficients c_n = λⁿu, the equation K01†c_{n−1} + K00 c_n + K01 c_{n+1} = 0 becomes

M(λ)u = 0,  M(λ) = K01†/λ + K00 + λK01   (16)

Let R keep the coefficients of cells n ≥ 1. Equation (2) is then a Mulliken-type charge, and (3) to (5), (9) to (11), (13) and (14) carry over because they use (1), hermiticity and translation alone. For λ_a*λ_b = 1 the cell norm (12) is replaced by N_ab^cell = u_a†(S00 + λ_b S01 + S01†/λ_b)u_b. In (6), LKR has the single block K01 between cells 0 and 1, and RKL the block K01†. With a_0 = u_a and a_1 = λ_a u_a,

I_ab = i u_a†(λ_b K01 − λ_a* K01†) u_b   (17)

For real θ = kd put H(θ) = H00 + H01 exp(iθ) + H01† exp(−iθ), likewise S(θ), with u†S(θ)u = 1. Differentiating (H − ES)u = 0 gives (H′ − ES′ − E′S)u + (H − ES)u′ = 0. Multiplying by u† removes the last term, so E′ = u†(H′ − ES′)u. Since H′ − ES′ = i(λK01 − λ*K01†), this is the diagonal of (17): I_aa = dE/dθ = v/d, the generalized Hellmann–Feynman relation. In a degenerate set with S-orthonormal columns U, a branch u = Ux gives by the same steps U†(H′ − ES′)U x = E′x, so the slopes are the eigenvalues of the current matrix.

A single orbital per cell with H00 = 0, S00 = 1, H01 = h, S01 = s real shows the role of each ingredient. The band is E = 2h cosθ/(1 + 2s cosθ), and the quotient rule gives dE/dθ = −2h sinθ/(1 + 2s cosθ)². Equation (17) gives −2(h − Es) sinθ |u|². Here h − Es = h/(1 + 2s cosθ) supplies one factor of the denominator and |u|² = 1/(1 + 2s cosθ) the other. Omitting either −Es or the S normalization loses one factor.

From (16), M(λ)† = K01/λ* + K00 + λ*K01† = M(1/λ*), so the roots of det M come in pairs λ, 1/λ*. For such a pair, λ_a = 1/λ_b*, the adjoint of M(λ_a)u_a = 0 reads u_a†M(λ_b) = 0. With λ_a* = 1/λ_b and dM/dλ = K01 − K01†/λ², (17) becomes I_ab = iλ_b u_a†(dM/dλ)u_b. At a simple root, d(det M)/dλ = tr[adj(M) dM/dλ] ≠ 0, so adj(M) ≠ 0 and M has a one-dimensional null space. Because M adj(M) = adj(M) M = det M = 0, the columns of adj(M) are multiples of u_b and its rows multiples of u_a†, so adj(M) = c u_b u_a† with c ≠ 0. The trace is then c u_a†(dM/dλ)u_b, and I_ab ≠ 0. A growing and a decaying wave together can carry current, depending on their relative phase, and this is how a finite barrier with only evanescent states transmits.

For scattering, let a finite defect change H and S while keeping them Hermitian, and take two solutions ψ, φ at energy E. Equation (4) does not use periodicity, so with a window around the defect I_ψφ(left) = I_ψφ(right). In each lead a solution is a sum of propagating modes and of evanescent modes that decay away from the defect. On the left these all have |λ| > 1, on the right |λ| < 1, so no pair λ, 1/λ* occurs in one lead, and by (11) evanescent modes contribute nothing. Scale each propagating mode by (|v|/d)^(−1/2), so that its current is ±1; this requires v ≠ 0 and fails at a channel threshold. Let x, y be the incoming amplitude vectors of ψ, φ and x̃, ỹ the outgoing ones, with labels l, r for the lead. Incoming waves move right in the left lead and left in the right lead, and cross terms vanish by (11) and (13):

x_l†y_l − x̃_l†ỹ_l = x̃_r†ỹ_r − x_r†y_r

Rearranged, x†y = x̃†ỹ. With x̃ = Ωx and ỹ = Ωy for all x, y this is Ω†Ω = 1. For identical leads each propagating mode is incoming on one side and outgoing on the other, so Ω is square and unitary. With modes normalized by S alone, the same balance reads Ω̃†J_out Ω̃ = J_in with J the diagonal matrices of |v|/d, which does not make Ω̃ unitary in general.

**8. Worked example: two-channel wire**

The parameters are round model values. The wire has period d = 5 bohr and two transverse channels with energies ε = 0 and 0.1 Ha; the transverse integral becomes a sum over channels. The local potential is W cos(2πz/d), with W11 = −0.10, W12 = 0.04, W22 = −0.06 Ha. One atom sits at z = 0 with β_s = χ_s g(z) and β_p = χ_p √2 (z/σ) g(z), where g = (πσ²)^(−1/4) exp(−z²/2σ²), σ = 0.8 bohr, χ_s = (0.8, 0.6) and χ_p = (0.6, −0.8). The coefficients are D_ss = 0.15, D_sp = 0.05, D_pp = −0.10 Ha and q_ss = 0.5, q_sp = 0.1, q_pp = 0.3.

In the basis exp(ipz)/√d, p = k + G, with 25 plane waves per channel, the Gaussian integral gives the s form factor f_s = (4πσ²)^(1/4) exp(−p²σ²/2)/√d. A factor z under ∫exp(−ipz) equals i d/dp, so f_p = (√2/σ) i(−pσ²) f_s = −i√2 pσ f_s. With F the matrix whose columns are χ_s f_s and χ_p f_p, H(k) = p²/2 + ε + V + FDF† and S(k) = 1 + FqF†, where V couples G to G ± 2π/d with W/2. In the numerical check, velocities are finite differences of the eigenvalues and currents are real-space quadratures of (7), so the two sides of (14) share nothing but the model and the eigensolver.

At E = 0.14 Ha there are four propagating states, ±k_1 and ±k_2. The working coefficients are 0.15 − 0.14·0.5 = 0.08, 0.05 − 0.14·0.1 = 0.036 and −0.10 − 0.14·0.3 = −0.142 Ha.

State 1 lies on the second band at k_1 = 0.21875 1/bohr. Its norm (12) is 0.86036 + 0.13964 = 1, and v = 0.16717 au = 3.657×10⁵ m/s, so v/d = 0.16717/5 = 0.033434 au, or 221 μA for one electron per cell. Local plus nonlocal current, in au, with every entry here and for state 2 rounded separately, so that a sum may differ by one in the last digit:

z0 = 0 bohr: 0.042808 − 0.009374 = 0.033434
z0 = 0.7 bohr: 0.038748 − 0.005314 = 0.033434
z0 = 2.5 bohr: 0.033556 − 0.000122 = 0.033434

State 2 lies on the lowest band at k_2 = 0.54499 1/bohr, with norm 0.90426 + 0.09574 = 1, v = 0.37569 au = 8.219×10⁵ m/s and v/d = 0.075138 au, or 498 μA:

z0 = 0 bohr: 0.102173 − 0.027035 = 0.075138
z0 = 0.7 bohr: 0.093448 − 0.018310 = 0.075138
z0 = 2.5 bohr: 0.075177 − 0.000038 = 0.075138

Relative to v/d, the local current through the atom is too large by 0.009374/0.033434 = 28% for state 1 and 0.027035/0.075138 = 36% for state 2. Midway between atoms the nonlocal part falls to 0.4% and 0.05% but not to zero, since Gaussian projectors have tails on both sides of every plane. Using D in place of D − Eq gives 0.032663 and 0.078539 at z0 = 0, errors of −2.3% and +4.5% relative to v/d. The sign of this error is not fixed: for state 2 it reverses at z0 = 2.5, where the value is 0.075107. Normalizing without S gives 0.033434/0.86036 = 0.038860 and 0.075138/0.90426 = 0.083093, too large by 16% and 11%.

For the cross current between states 1 and 2 the natural scale is √(0.033434·0.075138) = 0.0501 au. The local and nonlocal parts have equal moduli, 0.015924 at z0 = 0, 0.008878 at 0.7 and 0.000073 at 2.5, and cancel to about 10⁻¹⁵. At z0 = 0 the local part alone is 32% of the scale, and dropping q leaves 0.007224, or 14%. The check asserts on all three planes that the 4×4 current matrix has v/d on the diagonal and zeros elsewhere. For the four lowest bands at k = 0.17 and 0.45 1/bohr the largest |I − v/d| found is 1.4×10⁻¹¹ au.

The continuity law was tested with k_a = 0.2, k_b = −0.35 1/bohr, E_a = 0.042216, E_b = 0.361874 Ha and the window from 0.3 to 3.1 bohr. Both sides of (4) have modulus 0.152417 au. Putting E_a in place of Ē leaves 0.00624 au, 4% of that modulus. For (8), Q_mn was q_mn times a normalized Gaussian of width 0.5 bohr, and I′ was taken from (10) with N′, which holds because Δ transforms as in (9). At z0 = 0.3 both |I′ − I| and |(E_a − E_b)Δ| are 0.011593 au.

**9. Lattice tests**

A chain with three orbitals per cell and complex H and S blocks, listed in the output, has no time-reversal symmetry. At E = 0.1 Ha, (16) has four roots on the unit circle, at θ = −1.7911, −1.3184, +1.3686 and +1.7490 rad, with currents −0.64901, −0.47858, +0.49748 and +0.60975 au, equal to finite-difference slopes dE/dθ. The left and right movers are not mirror images, so the antisymmetry argument of section 5 plays no part. The other two roots have moduli 4.33031 and 0.23093, whose product is 1, and the common phase 0.0228 rad, as λ and 1/λ* must. Their own currents vanish, their mutual element is 1.2342 au for vectors of unit length, and the largest unpaired element is about 10⁻¹⁵ au. A defect that changes H00 and S00 in one cell gives total transmission 1.4822 and reflection 0.5178, summing to the 2 incoming channels. The largest element of Ω†Ω − 1 is about 10⁻¹³ with flux normalization and 0.137 with S normalization alone.

The degenerate case uses two orbitals with H00 = E0 S00, H01 = C + E0 S01, E0 = 0.4 Ha and C real symmetric. Then H(θ) − E0 S(θ) = 2C cosθ vanishes at θ = π/2, where both bands pass through E0. The eigenvalues of the current matrix there agree with the finite-difference slopes −0.41357 and +0.70524 au. In the branch basis the off-diagonal element is about 10⁻¹¹ au, and in the mixed basis its modulus is (0.70524 + 0.41357)/2 = 0.55941 au, as (15) requires.

**10. Order of operations**

At each energy, form D − Eq or K = H − ES, solve for all λ, and separate |λ| = 1 from the rest. Build the current matrix of the propagating states from (7) or (17), including every atom whose projectors reach the plane, and within each set of equal λ solve I x = (v/d) N x with the cell norm matrix N of (12) or its lattice form, which is an ordinary diagonalization once the set is S-orthonormal. Sort modes into right and left movers by the sign of I_aa and divide each by √|I_aa|. For a mode whose λ is not shared with another, this last scaling removes any earlier normalization, so its S norm (12) is needed only when I_aa is to be read as v/d. A set of equal λ is different. If its slopes have opposite signs the current form on it is indefinite, and many bases bring it to a diagonal of +1 and −1, most of them mixing right and left movers. Such a basis still gives a unitary Ω but in general a wrong transmission, and the S metric is what selects the branches. Energies at which some v vanishes must be avoided or treated apart.

Computed results

```
wire: d = 5.0 bohr, sig = 0.8 bohr, sigQ = 0.5 bohr, eps = [0.0, 0.1] Ha
W = [[-0.1, 0.04], [0.04, -0.06]] Ha, D = [[0.15, 0.05], [0.05, -0.1]] Ha
q = [[0.5, 0.1], [0.1, 0.3]], chi_s = [0.8, 0.6], chi_p = [0.6, -0.8], PW/channel = 25
continuity: ka = 0.2, kb = -0.35 1/bohr, Ea = 0.042216, Eb = 0.361874 Ha
 window [0.3,3.1] bohr: |i dE N| = 0.15241724, |I(z0)-I(z1)| = 0.15241724 au
 residual 2.5e-15 au; with Ea in place of Ebar 6.238e-03 au
 partition: |I'-I| = 0.01159316, |dE Delta| = 0.01159316 au
bands 0-3, k = 0.17, 0.45 1/bohr: max |I - v/d| = 1.4e-11 au
example energy E = 0.14 Ha; D - E q = [[0.08, 0.036], [0.036, -0.142]] Ha
state 1: band 1, k = 0.218749 1/bohr, smooth norm 0.860363, augm. 0.139637
 v = 0.167170 au = 3.6572e+05 m/s; v/d = 0.0334340 au; e v/d = 221.45 uA
 z0=0.0: local 0.0428077 nonlocal -0.0093737 sum 0.0334340 no-q 0.0326628 au
 z0=0.7: local 0.0387484 nonlocal -0.0053144 sum 0.0334340 no-q 0.0332044 au
 z0=2.5: local 0.0335559 nonlocal -0.0001218 sum 0.0334340 no-q 0.0334169 au
 current if normalized without S: 0.0388604 au
state 2: band 0, k = 0.544990 1/bohr, smooth norm 0.904261, augm. 0.095739
 v = 0.375690 au = 8.2189e+05 m/s; v/d = 0.0751381 au; e v/d = 497.69 uA
 z0=0.0: local 0.1021735 nonlocal -0.0270354 sum 0.0751381 no-q 0.0785388 au
 z0=0.7: local 0.0934482 nonlocal -0.0183101 sum 0.0751381 no-q 0.0763512 au
 z0=2.5: local 0.0751765 nonlocal -0.0000384 sum 0.0751381 no-q 0.0751069 au
 current if normalized without S: 0.0830933 au
cross 1-2 z0=0.0: |local| 0.0159237 |nonloc| 0.0159237 |sum| 3e-15 no-q 0.0072242 au
cross 1-2 z0=0.7: |local| 0.0088782 |nonloc| 0.0088782 |sum| 2e-15 no-q 0.0047718 au
cross 1-2 z0=2.5: |local| 0.0000729 |nonloc| 0.0000729 |sum| 2e-15 no-q 0.0000625 au
chain: E = 0.1 Ha, S00 = identity, H00 = [[0j, (0.05+0j), 0.04j], [(0.05+0j), (0.2+0j), (0.06+0j)], [(-0-0.04j), (0.06+0j), (1.5+0j)]] Ha
 H01 = [[(-0.3+0j), 0.04j, (0.02+0j)], [(0.03+0j), (-0.25+0j), 0.05j], [(0.01+0j), (0.02+0j), (-0.3+0j)]] Ha
 S01 = [[(0.1+0j), (0.02+0j), 0j], [0.01j, (0.08+0j), (0.02+0j)], [0j, (0.01+0j), (0.1+0j)]]
 defect dH = [[0.2, 0.3, 0.0], [0.3, -0.1, 0.1], [0.0, 0.1, 0.0]] Ha, dS = [[0.2, 0.05, 0.0], [0.05, 0.1, 0.0], [0.0, 0.0, 0.0]]
 |lam| 1.000000 arg -1.791089 rad I_aa -0.6490097 v/d -0.6490097 au
 |lam| 1.000000 arg -1.318440 rad I_aa -0.4785804 v/d -0.4785804 au
 |lam| 4.330313 arg +0.022806 rad I_aa +0.0000000 v/d +0.0000000 au
 |lam| 0.230930 arg +0.022806 rad I_aa -0.0000000 v/d +0.0000000 au
 |lam| 1.000000 arg +1.368591 rad I_aa +0.4974799 v/d +0.4974799 au
 |lam| 1.000000 arg +1.749005 rad I_aa +0.6097509 v/d +0.6097509 au
 evanescent pair (unit vectors) |I_ab| = 1.234226 au
 largest unpaired |I_ab| = 1.2e-15 au
 T = 1.482161, R = 0.517839 (2 channels)
 unitarity error: flux-normalized 1.4e-13, only S-normalized 0.1373
crossing: E0 = 0.4 Ha, S00 = [[1.0, 0.2], [0.2, 1.0]], S01 = [[0.1, 0.03], [0.03, 0.05]], C = [[-0.3, 0.1], [0.1, 0.2]] Ha
 branch v/d = -0.413572, 0.705238 au; off-diagonal: branches 9e-12, mixed 0.559405 au
```
